# Mean inverse radius of Dirac–Coulomb levels from the Sommerfeld energy

## The problem

An electron is bound to a fixed point nucleus of charge $Z$. In atomic units its Hamiltonian is

$$H = c\,\boldsymbol\alpha\cdot\mathbf p + \beta c^2 - \frac{Z}{r},$$

where $c\approx 137.036$ is the speed of light. A bound level is labelled by the principal quantum number $n$ and the Dirac quantum number $\kappa=\pm1,\pm2,\dots$, with $\kappa=-1$ for $s_{1/2}$, $+1$ for $p_{1/2}$, $-2$ for $p_{3/2}$, and so on. Define

$$n_r=n-|\kappa|,\qquad \zeta=\frac Zc,\qquad \gamma=\sqrt{\kappa^2-\zeta^2},$$

and assume $\zeta<|\kappa|$, so that $\gamma$ is real and positive. The Sommerfeld energy, rest energy included, is given:

$$E=\frac{c^2\,(n_r+\gamma)}{N},\qquad N=\sqrt{(n_r+\gamma)^2+\zeta^2}.$$

**(a)** Show that $\langle 1/r\rangle=-dE/dZ$ for every bound level, although the behaviour of the wave function at the nucleus itself changes with $Z$.

**(b)** Carry out the derivative and find $\langle 1/r\rangle$ for any $n$ and $\kappa$.

**(c)** Find the 1s radial functions, compute $\langle1/r\rangle$ from them by integration, and compare with (b).

**(d)** Evaluate the result for the one-electron mercury ion, $Z=80$.

Nuclear size, nuclear recoil and quantum-electrodynamic corrections are left out throughout.

## Hints

1. For (a), write the radial equations for two different charges $Z_1$ and $Z_2$ with the same $n$ and $\kappa$. Multiply each by the functions of the other and subtract. What is left of the derivative terms is a total derivative, so look at its value at the origin.
2. For (b), use $\zeta$ as the variable and remember that $\gamma$ depends on it. The identity $\gamma^2+\zeta^2=\kappa^2$ simplifies the numerator.
3. For (c), try a large component $r^\gamma e^{-Zr}$ and a small component proportional to it.

## Solution

### (a) The Hellmann–Feynman relation, with care at the origin

Write the four-component function with radial parts $P(r)/r$ and $iQ(r)/r$, multiplied by the usual spin-angular functions. The Dirac equation becomes

$$\left(c^2-\frac Zr\right)P+c\left(-Q'+\frac{\kappa}{r}Q\right)=EP,$$

$$c\left(P'+\frac{\kappa}{r}P\right)-\left(c^2+\frac Zr\right)Q=EQ,$$

with the norm $\int_0^\infty(P^2+Q^2)\,dr=1$.

Near the origin the terms in $1/r$ and the derivatives dominate. Inserting $P\approx a\,r^{g}$ and $Q\approx b\,r^{g}$ and dividing by $c$ gives

$$-\zeta a+(\kappa-g)b=0,\qquad(\kappa+g)a-\zeta b=0.$$

A nonzero solution requires $\zeta^2=\kappa^2-g^2$, so $g=\pm\gamma$. The bound states meant here are those with $g=+\gamma$. For them the integrand of $\langle1/r\rangle$ behaves as $r^{2\gamma-1}$, which is integrable because $\gamma>0$. With $g=-\gamma$ the same integral would diverge.

Since $\gamma$ depends on $Z$, a change of $Z$ changes the power law at the nucleus. Moving $H$ from one function to the other in a matrix element leaves a surface term at the origin, and that term has to be examined. Take two charges and label the energies and functions 1 and 2. Multiply the equations of state 2 by $P_1$ and $Q_1$ and add them:

$$E_2(P_1P_2+Q_1Q_2)=c^2(P_1P_2-Q_1Q_2)-\frac{Z_2}{r}(P_1P_2+Q_1Q_2)+c\left[-P_1Q_2'+Q_1P_2'+\frac\kappa r(P_1Q_2+Q_1P_2)\right].$$

Exchanging the labels 1 and 2 gives the corresponding equation for state 1. In the difference, the $c^2$ terms and the $\kappa$ terms cancel because they are symmetric in the labels. The derivative terms combine to

$$c\left[-P_1Q_2'-P_1'Q_2+Q_1P_2'+Q_1'P_2\right]=c\,\frac{d}{dr}(Q_1P_2-P_1Q_2).$$

Integrate from a small radius $\varepsilon$ to infinity. The bound functions decay exponentially, so the upper limit contributes nothing, and the lower limit enters with a minus sign:

$$(E_2-E_1)\int_\varepsilon^\infty(P_1P_2+Q_1Q_2)\,dr=-(Z_2-Z_1)\int_\varepsilon^\infty\frac{P_1P_2+Q_1Q_2}{r}\,dr+c\,(P_1Q_2-Q_1P_2)\Big|_{r=\varepsilon}.$$

The surface term behaves as $\varepsilon^{\gamma_1+\gamma_2}$ and vanishes as $\varepsilon\to0$. Now divide by $Z_2-Z_1$ and let $Z_2\to Z_1$. The overlap on the left tends to the norm, which is 1. The integral on the right tends to $\langle1/r\rangle$, since near the origin its integrand stays below a constant times $r^{2\gamma_{\min}-1}$, where $\gamma_{\min}>0$ is the smallest exponent in the small interval of charges considered. Hence

$$\frac{dE}{dZ}=-\left\langle\frac1r\right\rangle .$$

The speed of light is held fixed in this derivative. The argument uses the fact that both functions are eigenfunctions. It does not require the energy to be a minimum, so the negative-energy continuum of the Dirac operator causes no difficulty.

### (b) The derivative

Let $s=n_r+\gamma$, so that $N=\sqrt{s^2+\zeta^2}$ and $E=c^2s/N$. From $\gamma^2=\kappa^2-\zeta^2$ it follows that

$$\frac{ds}{d\zeta}=\frac{d\gamma}{d\zeta}=-\frac{\zeta}{\gamma}.$$

The quotient rule, with $dN/d\zeta=(s\,s'+\zeta)/N$ and $s'=ds/d\zeta$, gives

$$\frac1{c^2}\frac{dE}{d\zeta}=\frac{s'}{N}-\frac{s(s\,s'+\zeta)}{N^3}=\frac{s'(s^2+\zeta^2)-s^2s'-s\zeta}{N^3}=\frac{\zeta(\zeta s'-s)}{N^3}.$$

Inserting $s'=-\zeta/\gamma$,

$$\frac1{c^2}\frac{dE}{d\zeta}=-\frac{\zeta(\zeta^2+\gamma s)}{\gamma N^3}.$$

The bracket simplifies, since $\zeta^2+\gamma s=\zeta^2+\gamma^2+n_r\gamma=\kappa^2+n_r\gamma$. Finally $d\zeta/dZ=1/c$ and $c\,\zeta=Z$, so

$$\boxed{\left\langle\frac1r\right\rangle=\frac{Z\,(\kappa^2+n_r\gamma)}{\gamma N^3}},\qquad N^2=n_r^2+2n_r\gamma+\kappa^2 .$$

The rest energy is independent of $Z$ and has dropped out. Several consequences can be read off.

- **Nonrelativistic limit.** For $c\to\infty$, $\gamma\to|\kappa|$ and $N\to n_r+|\kappa|=n$. The numerator becomes $Z|\kappa|(|\kappa|+n_r)=Z|\kappa|n$, and the result is $Z/n^2$.
- **Degeneracy.** The formula contains $\kappa$ through $|\kappa|$ alone. Levels with equal $n$ and $|\kappa|$, such as 2s and $2p_{1/2}$, therefore share the value of $\langle1/r\rangle$ as well as the energy.
- **Levels with $n_r=0$.** Here $N=|\kappa|=n$, and $\langle1/r\rangle=Z/(n\gamma)$.
- **Strong field.** As $\zeta\to|\kappa|$, $\gamma\to0$ and $\langle1/r\rangle$ grows as $1/\gamma$, while $E$ stays finite. The integrand $r^{2\gamma-1}$ is then on the verge of not being integrable at the nucleus. For larger $\zeta$ the exponent is imaginary and the formula no longer applies; the charge distribution of the nucleus must then be specified.

Levels with $n_r=0$ exist for negative $\kappa$ only. With $n_r=0$ both components are a constant times $r^\gamma e^{-\lambda r}$ with $\lambda>0$. The first relation at the origin gives $Q/P=\zeta/(\kappa-\gamma)$, which is positive for $\kappa>0$ because $\kappa>\gamma$. The terms of the second radial equation without $1/r$ give $Q/P=-c\lambda/(c^2+E)$, which is negative. The two agree in sign for $\kappa<0$ alone.

### (c) Direct integration for 1s

For 1s, $\kappa=-1$, $n_r=0$ and $\gamma=\sqrt{1-\zeta^2}$. Try $P=r^\gamma e^{-Zr}$ and $Q=qP$ with constant $q$, so that $P'=(\gamma/r-Z)P$. Dividing the first radial equation by $P$ gives

$$c^2-\frac Zr-cq\left(\frac\gamma r-Z\right)-\frac{cq}{r}=E.$$

The terms in $1/r$ require $Z+cq(1+\gamma)=0$. With $\zeta^2=(1-\gamma)(1+\gamma)$ this is

$$q=-\frac{\zeta}{1+\gamma}=-\frac{1-\gamma}{\zeta}.$$

The constant terms give $E=c^2+cqZ=c^2+c^2q\zeta=c^2-c^2(1-\gamma)=\gamma c^2$, which is the Sommerfeld energy for $n_r=0$, $N=1$.

The second radial equation, divided by $P$, must hold with the same $q$ and $E$:

$$c\left(\frac{\gamma-1}{r}-Z\right)-\left(c^2+\frac Zr\right)q=Eq.$$

Its $1/r$ terms require $-c(1-\gamma)-Zq=0$, which is satisfied by $q=-(1-\gamma)/\zeta$. Its constant terms require $-cZ=(c^2+E)q$, that is $-c^2\zeta=c^2(1+\gamma)q$, which is again satisfied.

The density is $P^2+Q^2=(1+q^2)\,r^{2\gamma}e^{-2Zr}$. The factor $1+q^2$ cancels between numerator and norm:

$$\left\langle\frac1r\right\rangle_{1s}=\frac{\int_0^\infty r^{2\gamma-1}e^{-2Zr}dr}{\int_0^\infty r^{2\gamma}e^{-2Zr}dr}=\frac{\Gamma(2\gamma)\,(2Z)^{-2\gamma}}{\Gamma(2\gamma+1)\,(2Z)^{-2\gamma-1}}=\frac{2Z}{2\gamma}=\frac Z\gamma ,$$

where $\Gamma(2\gamma+1)=2\gamma\,\Gamma(2\gamma)$ was used. The formula of (b) with $\kappa^2=1$, $n_r=0$ and $N=1$ gives the same value.

### (d) The one-electron mercury ion

For $Z=80$, $\zeta=80/137.036=0.58379$ and $\gamma=0.81191$ for 1s. Three routes to $\langle1/r\rangle$ can be followed.

1. *Formula:* $Z/\gamma=80/0.811906=98.534$ bohr$^{-1}$, or $1.862$ pm$^{-1}$.
2. *Energy difference:* at $Z=80.01$ and $79.99$ the values of $E-c^2$ are $-3533.177522$ and $-3531.206851$ hartree. Then $-dE/dZ\approx1.970671/0.02=98.534$ bohr$^{-1}$.
3. *Integration:* the two radial integrals are $2.362839\times10^{-4}$ and $2.398004\times10^{-6}$ in atomic units, and their ratio is $98.534$ bohr$^{-1}$.

The nonrelativistic value is $Z=80$ bohr$^{-1}$, so relativity raises the 1s value by 23% of the nonrelativistic one. For the lower levels the formula gives:

| Level | $E-c^2$ (hartree) | $\langle1/r\rangle$ (bohr$^{-1}$) | Ratio to $Z/n^2$ |
|---|---|---|---|
| 1s | −3532.2 | 98.53 | 1.232 |
| 2s, $2p_{1/2}$ | −904.8 | 25.88 | 1.294 |
| $2p_{3/2}$ | −817.8 | 20.91 | 1.046 |
| 3s, $3p_{1/2}$ | −392.1 | 10.915 | 1.228 |
| $3p_{3/2}$, $3d_{3/2}$ | −366.1 | 9.43 | 1.061 |
| $3d_{5/2}$ | −359.0 | 9.06 | 1.0195 |

As an example, for 2s the entries $n_r=1$ and $N=1.90363$ give

$$\left\langle\frac1r\right\rangle=\frac{80\,(1+0.81191)}{0.81191\times1.90363^3}=25.88\ \text{bohr}^{-1}.$$

At fixed $n$ the enhancement falls as $|\kappa|$ grows. The $2p_{1/2}$ level is enhanced as much as 2s, and far more than $2p_{3/2}$. Among the levels with $|\kappa|=1$ the largest ratio belongs to $n=2$, not to 1s; the first variation shows where this comes from.

These numbers belong to the point-nucleus model, and for the real ion the last digits of the $s$ levels change. With the charge spread over a nucleus of root-mean-square radius about 5.46 fm, the 1s level rises by 2.0 hartree to $-3530.2$ and its $\langle1/r\rangle$ falls from 98.53 to 98.36 bohr$^{-1}$, still 23% above $Z$. The 2s values become $-904.5$ hartree and 25.85 bohr$^{-1}$, while $2p_{1/2}$ keeps $-904.8$ and 25.88, so the equality of the two levels holds for a point nucleus only. For an extended nucleus $-dE/dZ$ at fixed nuclear radius is the mean of $-V(r)/Z$, which is 98.34 bohr$^{-1}$ for 1s and no longer equals $\langle1/r\rangle$.

The formula was also tested against integrals over radial functions built from the radial equations, for all levels up to $n=4$ at $Z=20$, 80 and 130. The largest relative difference was about $10^{-12}$, as the numerical output shows.

## Variation 1: the leading relativistic correction

*Expand $\langle1/r\rangle$ to order $\zeta^2$ and explain the order of the ratios for $|\kappa|=1$.*

Write $k=|\kappa|$. Then $\gamma\approx k-\zeta^2/(2k)$, and the two factors of the formula become

$$\frac{k^2+n_r\gamma}{\gamma}=\frac{k^2}{\gamma}+n_r\approx k+\frac{\zeta^2}{2k}+n_r=n\left(1+\frac{\zeta^2}{2kn}\right),$$

$$N^2\approx n^2-\frac{n_r\zeta^2}{k},\qquad \frac1{N^3}\approx\frac1{n^3}\left(1+\frac{3n_r\zeta^2}{2kn^2}\right).$$

Multiplying, and using $n_r=n-k$,

$$\left\langle\frac1r\right\rangle\approx\frac{Z}{n^2}\left[1+\zeta^2\,\frac{n+3(n-k)}{2kn^2}\right]=\frac{Z}{n^2}\left[1+\frac{2\zeta^2}{n}\left(\frac1k-\frac3{4n}\right)\right].$$

The correction is positive because $k\le n$. At this order relativity raises the mean inverse radius of every level.

For $k=1$ the coefficient of $\zeta^2$ is $(4n-3)/(2n^2)$, which equals $1/2$, $5/8$ and $1/2$ for $n=1,2,3$. The maximum at $n=2$ is thus present already at leading order, and so is the near equality of the 1s and 3s ratios.

At $Z=80$, $\zeta^2=0.341$. The expansion gives $1+0.341/2=1.170$ for 1s, where the full ratio is 1.232, so higher orders matter there. For $3d_{5/2}$ the coefficient is $1/18$ and the expansion gives 1.0189, against the full 1.0195.

## Variation 2: can the binding energy replace the derivative?

*In the nonrelativistic atom $\langle1/r\rangle=2B/Z$, where $B$ is the binding energy. Does this hold for the Dirac 1s level with $B=c^2-E$?*

The nonrelativistic relation combines the Hellmann–Feynman theorem with a scaling law. Since $B=Z^2/(2n^2)$ is proportional to $Z^2$, its derivative is $dB/dZ=2B/Z$. The Sommerfeld energy is not a pure power of $Z$ at fixed $c$, so the second ingredient is missing. For 1s, $B=c^2(1-\gamma)$, and with $c^2=Z^2/\zeta^2$

$$\frac{2B}{Z}=\frac{2Z(1-\gamma)}{\zeta^2}=\frac{2Z(1-\gamma)}{(1-\gamma)(1+\gamma)}=\frac{2Z}{1+\gamma}.$$

This is smaller than $Z/\gamma$, because $2\gamma<1+\gamma$ whenever $\gamma<1$. The two agree in the limit $\gamma\to1$. As $\gamma\to0$ the first tends to $2Z$, while the true mean value diverges.

At $Z=80$ the relation gives $88.30$ bohr$^{-1}$ instead of $98.53$ bohr$^{-1}$, which is 10% below the correct value. The binding energy grows faster than $Z^2$, and its slope, which is what $\langle1/r\rangle$ measures, therefore exceeds $2B/Z$.

## Calculated quantities

```
One-electron ion, point nucleus, Z = 80
speed of light c = 137.035999 a.u.
zeta = Z/c = 0.583788
gamma(1s) = 0.811906
small/large ratio Q/P (1s) = -0.322196
E(1s) - c^2 = -3532.1921 hartree
E(1s) - c^2 at Z = 80.01: -3533.177522 hartree
E(1s) - c^2 at Z = 79.99: -3531.206851 hartree
-dE/dZ (1s), central difference = 98.5336 1/bohr
1s integral of r^(2g-1) exp(-2Zr) = 2.362839e-04 bohr^(2g)
1s integral of r^(2g) exp(-2Zr) = 2.398004e-06 bohr^(2g+1)
<1/r> (1s), ratio of integrals = 98.5336 1/bohr
Z/gamma (1s) = 98.5336 1/bohr
Z/gamma (1s), converted = 1.86201 1/pm
nonrelativistic virial guess (1s) = 88.3048 1/bohr
Levels: gamma, N, E-c^2 (hartree),
  <1/r> formula, <1/r> integrated (1/bohr), ratio to Z/n^2
1s1/2 0.81191 1.00000 -3532.192 98.5336 98.5336 1.2317
2s1/2 0.81191 1.90363 -904.848 25.8804 25.8804 1.2940
2p1/2 0.81191 1.90363 -904.848 25.8804 25.8804 1.2940
2p3/2 1.91290 2.00000 -817.807 20.9106 20.9106 1.0455
3s1/2 0.81191 2.87187 -392.084 10.9150 10.9150 1.2279
3p1/2 0.81191 2.87187 -392.084 10.9150 10.9150 1.2279
3p3/2 1.91290 2.97083 -366.143 9.4312 9.4312 1.0610
3d3/2 1.91290 2.97083 -366.143 9.4312 9.4312 1.0610
3d5/2 2.94265 3.00000 -358.987 9.0621 9.0621 1.0195
largest relative gap, integral vs formula: 1.4e-12
levels compared (n <= 4, Z = 20, 80, 130): 48
```
